\section*{Why an isothermal binary couple grows no two-phase zone}

\section{A layer that does not appear}

A liquid indium layer 100 µm thick lies on solid germanium at 773 K. The liquid dissolves germanium. In the model used below, the equilibrium diagram at this temperature has single-phase liquid up to a germanium mole fraction of 0.1246, nearly pure solid germanium at the other end, and a two-phase field between them. The composition runs from 0 in the fresh indium to 1 in the solid, so it must cross that field. One might then expect a layer of liquid mixed with germanium particles to form between the two and thicken with time. Instead the crossing takes place as a jump at a sharp front.

The conditions matter. Temperature and pressure are uniform and constant, and there are two components. Each small region is in local equilibrium. Interfaces are flat enough for capillarity to be ignored, stress is absent, and no atoms are supplied from outside. Atoms are carried only by diffusion: the liquid is not stirred, and particles do not drift through it. The end members are single-phase and not supersaturated. Under these conditions a two-phase zone of finite width can neither form nor widen. A zone already present at the start can persist, and its fate is part of the explanation.

\section{Two phases leave no freedom to the chemical potentials}

Let $x$ be the mole fraction of Ge, and let $x_L$ and $x_S>x_L$ be its values in liquid and solid that coexist. Moving $dn$ moles of component $i$ from liquid to solid changes the Gibbs energy by $(\mu_i^S-\mu_i^L)\,dn$. At the minimum this vanishes for either sign of $dn$, so each component has one chemical potential $\mu_i$ common to both phases.

Suppose that these potentials varied with position $y$ through a two-phase zone. At constant temperature and pressure the Gibbs--Duhem relation holds in each phase:
\begin{align}
(1-x_L)\,\partial_y\mu_{\rm In}+x_L\,\partial_y\mu_{\rm Ge}&=0,\\
(1-x_S)\,\partial_y\mu_{\rm In}+x_S\,\partial_y\mu_{\rm Ge}&=0 .
\end{align}
The same two gradients appear in both lines because the phases share their potentials. The determinant of this system is
\begin{equation}
(1-x_L)x_S-x_L(1-x_S)=x_S-x_L\neq0 ,
\end{equation}
so the only solution is
\begin{equation}
\partial_y\mu_{\rm In}=\partial_y\mu_{\rm Ge}=0 .
\end{equation}
No assumption about ideal solutions entered. In a single phase only one of the two lines applies, and one gradient remains free. That is why a single-phase intermediate layer with a range of composition can carry a flux and grow, while a two-phase layer cannot.

For numbers, take both phases as ideal solutions and measure potentials from the pure liquids:
\begin{align}
\mu_{\rm Ge}^L&=RT\ln x_L, & \mu_{\rm Ge}^S&=RT\ln x_S-\Delta G,\\
\mu_{\rm In}^L&=RT\ln(1-x_L), & \mu_{\rm In}^S&=RT\ln(1-x_S)+W .
\end{align}
Here $\Delta G=\Delta H(1-T/T_m)$ is the Gibbs energy of melting of Ge, with $\Delta H=37$ kJ/mol and $T_m=1211$ K. The energy $W=60$ kJ/mol is the cost of moving indium into solid germanium. Equating the potentials gives
\begin{equation}
x_L=a\,x_S,\qquad 1-x_L=b(1-x_S),
\end{equation}
with $a=e^{-\Delta G/RT}$ and $b=e^{W/RT}$. Substituting the first relation into the second gives $1-ax_S=b-bx_S$, hence
\begin{equation}
x_S=\frac{b-1}{b-a},\qquad x_L=a\,x_S .
\end{equation}
At 773 K, $\Delta G/RT=2.08$, so $x_L=0.1246$, and the indium fraction in the solid is $1-x_S=7.7\times10^{-5}$.

As a test, the Gibbs energy of a closed mixture was minimized directly for mean compositions 0.3, 0.5 and 0.8, and the minimum was differentiated with respect to the amounts of Ge and In. All three cases gave $\mu_{\rm Ge}/RT=-2.0823$ and $\mu_{\rm In}/RT=-0.1331$. Changing the mean composition changes how much of each phase is present, but not the potentials. In single-phase liquid, by contrast, $\mu_{\rm Ge}/RT$ rises from $-2.996$ at $x=0.05$ to $-2.303$ at $x=0.10$.

\section{A gradient of phase fraction drives nothing}

Take one molar volume for all atoms, so that $x$ serves as a scaled concentration and there is no net volume flow. Fluxes $J$ are divided by the molar density, have the dimension of a speed, and are positive towards $+y$. In each phase
\begin{equation}
J_i=-\sum_k L_{ik}\,\partial_y\mu_k=0
\end{equation}
throughout a two-phase zone, however large the finite mobilities $L_{ik}$ are.

Let $f$ be the local fraction of solid. The mean composition is
\begin{equation}
X=x_L+f(x_S-x_L).
\end{equation}
It may well vary with position, because $f$ may. Applying Fick's law to $X$ would predict a flux down this gradient, but the gradient describes a changing proportion of two phases that are already in equilibrium with each other. Conservation of germanium then gives
\begin{equation}
\partial_tX=-\partial_yJ=0\quad\Longrightarrow\quad \partial_tf=0 ,
\end{equation}
since $x_L$ and $x_S$ are constants. The interior of the zone is frozen.

\section{The edges can only close in}

A frozen interior does not yet rule out growth, because an edge might advance and leave new two-phase material behind it. Let liquid lie to the left of an edge at $s(t)$ and the zone to its right, and let $v=ds/dt$. In a time $dt$ a strip of width $v\,dt$ changes from $X$ to $x_L$. Its germanium content changes by $(x_L-X)v\,dt$. This must equal the inflow from the left minus the outflow into the zone, which is zero:
\begin{equation}
(x_L-X)v=J_L=-D\,\partial_yx\big|_{s^-},
\end{equation}
or
\begin{equation}
(X-x_L)\,v=D\,\partial_yx\big|_{s^-}. \label{edge}
\end{equation}
Here $D$ is the diffusion coefficient in the liquid.

Since $X>x_L$, growth of the zone into the liquid ($v<0$) needs $\partial_yx<0$ at the edge. There $x=x_L$, so the liquid just ahead would have $x>x_L$: it would be supersaturated. Diffusion cannot produce this state. At an interior maximum of $x$ the curvature is not positive, so diffusion does not raise it. The liquid therefore stays at or below the larger of its highest initial value and its edge value $x_L$, provided that nothing enters through its outer surface. Liquid that starts with $x\le x_L$ keeps $x\le x_L$, and $v\ge0$.

At the other edge, with the zone on the left and solid on the right, a strip changes from $x_S$ to $X$ when the edge moves right. The balance is $(X-x_S)v=0-J_S$, so
\begin{equation}
(x_S-X)\,v=-D_S\,\partial_yx\big|_{s^+}.
\end{equation}
Growth into the solid ($v>0$) needs $x<x_S$ beyond the edge, which is solid supersaturated with indium. The same argument, applied to the minimum of $x$, excludes it, so $v\le0$.

The width of the zone changes at the rate $v_{\rm right}-v_{\rm left}\le0$. A zone of zero width therefore stays at zero width. One loophole remains: at an edge where $f=0$, the factor $X-x_L$ vanishes and the balance no longer fixes $v$. But material entered with $f=0$ keeps $f=0$. It is saturated liquid, not a two-phase mixture. The case $f=1$ at the solid edge is closed in the same way.

When the two single phases meet directly, the strip balance contains both fluxes:
\begin{equation}
(x_S-x_L)v=D\,\partial_yx\big|_{s^-}-D_S\,\partial_yx\big|_{s^+}.
\end{equation}
The front may move either way. Its motion absorbs the difference between the fluxes, and no mixed layer is needed to do so.

\section{A solvable front}

Let the liquid extend far to the left with initial composition $x_0$, and let the region on the right have composition $X$ and carry no flux. This covers a two-phase alloy. It also covers pure germanium, with $X=1$, if diffusion in the solid is negligible. The liquid obeys $\partial_tx=D\,\partial_y^2x$. Try $x=g(\eta)$ with $\eta=y/(2\sqrt{Dt})$. Then
\begin{equation}
\partial_tx=-\frac{\eta}{2t}\,g',\qquad \partial_y^2x=\frac{g''}{4Dt},
\end{equation}
so $g''=-2\eta g'$ and $g'=Ae^{-\eta^2}$. Integrating from $-\infty$, where $g=x_0$, gives
\begin{equation}
g=x_0+\frac{\sqrt\pi}{2}A\,(1+\operatorname{erf}\eta).
\end{equation}
The edge is at $\eta=\lambda$, that is, $s=2\lambda\sqrt{Dt}$. The condition $g(\lambda)=x_L$ fixes
\begin{equation}
A=\frac{2(x_L-x_0)}{\sqrt\pi\,(1+\operatorname{erf}\lambda)} .
\end{equation}
The edge speed is $v=\lambda\sqrt{D/t}$, and the gradient there is $Ae^{-\lambda^2}/(2\sqrt{Dt})$. Inserting both in (\ref{edge}) and dividing by $\sqrt{D/t}$ leaves
\begin{equation}
\lambda(X-x_L)=\frac{(x_L-x_0)\,e^{-\lambda^2}}{\sqrt\pi\,(1+\operatorname{erf}\lambda)} . \label{root}
\end{equation}
Every factor other than $\lambda$ and $x_L-x_0$ is positive, so these two have the same sign. Unsaturated liquid eats into the region on the right, saturated liquid leaves it alone, and only supersaturated liquid lets a two-phase region advance.

For pure indium on pure germanium, $\lambda=0.0738$. With $D=5\times10^{-5}$ cm$^2$/s, the length $2\sqrt{Dt}$ at $t=0.1$ s is 44.7 µm, still well below the layer thickness, and
\begin{equation}
s=0.0738\times44.7\ \text{µm}=3.30\ \text{µm}.
\end{equation}

Now replace the germanium by an alloy that is two-phase from the start, with $X=0.5$, all else unchanged. Its solid fraction is $f=(0.5-0.1246)/(0.9999-0.1246)=0.43$. Equation (\ref{root}) gives $\lambda=0.1557$ and a recession of 6.96 µm in the same time. The edge moves faster because each micrometre of alloy has less excess germanium for the liquid to carry away. If instead the liquid could be held supersaturated at $x_0=0.2$ without precipitating, an edge with $X=0.5$ imposed behind it would have $\lambda=-0.130$, and the zone would grow. That liquid violates the premise of local equilibrium.

These fronts were compared with a calculation that divides the couple into cells and follows only their mean composition. It takes the absence of flux between saturated regions as given, but it prescribes no front, and a cell may take any composition in the two-phase field. For indium on germanium with 0.25 µm cells, never more than one cell was mixed, and the front agreed with the formula at 3.30 µm. For the two-phase alloy the edge receded by 6.97 µm, and the composition beyond it did not change.

A model couple in which both phases diffuse was treated too, with $x_L=0.3$, $x_S=0.7$, end compositions 0 and 0.9, and $D_S/D=0.25$. Again at most one cell was mixed, with cells of 0.50 µm and of 0.25 µm. The apparent zone is as wide as the cell and shrinks with it, as a sharp front should.

\section{Saturation, cooling and other ways out}

A finite indium layer of thickness $h$ eventually saturates. The liquid is then $h+s$ thick and contains the germanium removed from a depth $s$:
\begin{equation}
(h+s)x_L=s\quad\Longrightarrow\quad s=\frac{h\,x_L}{1-x_L}=14.2\ \text{µm}
\end{equation}
for $h=100$ µm. The cell calculation reaches this depth within 10 s, still with at most one mixed cell. The whole liquid is now in equilibrium with the solid, and the front stands still.

Now cool the saturated couple by 20 K, faster than germanium can diffuse across the layer. The liquid limit falls to 0.1070, and the entire liquid, about 114 µm thick, lies inside the two-phase field. If equilibrium is restored by precipitation in place, the solid fraction is
\begin{equation}
f=\frac{0.1246-0.1070}{1-0.1070}\approx0.02 .
\end{equation}
If the excess germanium instead deposits on the substrate, less of it appears as particles. Diffusion across the layer takes a few seconds, so the cooling rate decides. With deposition limited only by diffusion and no particles forming, about 4\% of the excess is still in the liquid at the end of cooling at 1 K/s, and about 80\% at 100 K/s. Either way, a two-phase structure seen in a cooled joint is not evidence that a two-phase zone grew at the joining temperature.

A third component also changes the argument. Two phases still supply two Gibbs--Duhem relations, but there are now three gradients, so one is left free. In a regular solution with an A--B interaction of $3RT$, the common value of $\mu_A/RT$ in two coexisting phases is $-0.109$ when each contains 5\% of C, and $-0.162$ at 10\%. A flux through a ternary two-phase zone is therefore possible, though not required. A temperature gradient acts similarly, because it adds an entropy term to each Gibbs--Duhem relation and the equilibrium potentials then vary along the zone.

\section{The model beside a real indium--germanium joint}

The parameters are rough values for alloying indium to germanium, and the dissolved depth is less certain than the sharpness of the front. A liquid interaction energy of 3 kJ/mol would lower $x_L$ to 0.084 and the final depth to about 9 µm. Using rough separate molar volumes, with the liquid ideal again, changes 14.2 µm to 11.4 µm. With a rough solid diffusion coefficient of $10^{-18}$ cm$^2$/s, indium penetrates about 0.03 nm in 10 s, less than an atomic spacing. The solid is thus effectively immobile and does not reach its small equilibrium indium content, which alters the front balance by less than one part in a thousand.

The isothermal premise is nearly met during dissolution. At 0.1 s the front moves at 16.5 µm/s, and the heat it absorbs, conducted through 100 µm at a rough 40 W/(m K) from an outer indium face held at 773 K, needs a temperature difference of 0.11 K. That shifts $x_L$ by $1\times10^{-4}$. The front moves faster at the start: in the first tenths of a millisecond, a rough estimate with heat conducted from both sides gives a cooling of about 2 K at the front, which would lower $x_L$ by about 0.002. The later cooling depends on how the couple is heated: if heat enters only through the far face of germanium 0.5 mm thick, the front is 2.9 to 3.6 K cooler at 10 ms for a rough germanium conductivity between 25 and 17 W/(m K), and $x_L$ is lower by about 0.003. Particles of 1 µm radius, with a rough interfacial energy of 0.2 J/m$^2$, would have $\mu_{\rm Ge}/RT$ raised by $8.5\times10^{-4}$, so particles of unequal size can exchange germanium even in a nominally frozen zone. This need not be slow: if diffusion sets the rate, an isolated particle of this size in liquid saturated for a flat interface dissolves in roughly half a second. Loose particles can also drift, which the model excludes: by Stokes's law, an isolated germanium particle of this size rises through the denser liquid at roughly 2 µm/s, so buoyancy can redistribute the particles and widen a zone without any diffusion. The solutal Rayleigh number, which compares buoyancy with the damping by viscosity and diffusion, is about 160. A uniform horizontal layer with lighter liquid underneath starts to convect only at values of order 1000, so buoyancy is not expected to cause convection there even if the lighter, germanium-rich liquid lies underneath. This number says nothing about flow driven by differences in surface tension, which can arise where the liquid has a free surface. Slow interface reactions and faceting of the germanium are left out and have not been sized. Whatever the size of these effects, the premise of constant temperature ends when a real joint is cooled.

\section*{Computed values}
\begin{verbatim}
Temperature: 773 K; In layer: 100 um
Ge melting point: 1211 K; fusion: 37 kJ/mol
In transfer energy to solid Ge: 60 kJ/mol
Liquid D: 5.0e-05 cm^2/s
Equilibrium liquid x_Ge: 0.1246
Equilibrium solid x_In: 7.72e-05
X=0.3: mu_Ge/RT=-2.082256, mu_In/RT=-0.133130
X=0.5: mu_Ge/RT=-2.082256, mu_In/RT=-0.133130
X=0.8: mu_Ge/RT=-2.082256, mu_In/RT=-0.133130
Liquid x=0.05, 0.10: mu_Ge/RT=-2.9957, -2.3026
lambda, In on pure Ge: 0.07377
lambda, In on two-phase alloy X=0.5: 0.15573
lambda, supersaturated liquid x=0.2: -0.13044
Both phases diffusing: x_liq=0.3, x_sol=0.7, ends 0 and 0.9
  D_solid/D_liquid=0.25; formula edge=7.012 um
  cell 0.50 um: max mixed cells=1, edge=7.001 um
  cell 0.25 um: max mixed cells=1, edge=7.006 um
Early time: 0.1 s; 2 sqrt(Dt)=44.72 um
Pure Ge: edge computed=3.299, formula=3.299 um
Pure Ge: max mixed cells=1 (cell 0.25 um)
Two-phase alloy: edge computed=6.966, formula=6.964 um
Two-phase alloy: interior change of X=0.0e+00
After 10 s: edge=14.239, saturation formula=14.240 um
After 10 s: max mixed cells=1 (cell 1 um)
Cooling by 20 K: liquid x_Ge=0.1070
Cooling: two-phase width=115 um, solid fraction=0.0198
Ternary, x_C=0.05, 0.10: mu_A/RT=-0.1092, -0.1618
Neglected effects (rough):
  liquid interaction 3 kJ/mol: x_Ge=0.0843
  real molar volumes: final edge=11.4 um
  solutal Rayleigh number=157
  front speed at 0.1 s=16.5 um/s
  temperature difference from dissolution heat=0.11 K
  liquidus slope=9.28e-04 per K; shift=1.0e-04
  capillary shift of mu_Ge/RT at 1 um radius=8.5e-04
  diffusion depth in solid after 10 s=0.032 nm
\end{verbatim}
